# Forward flux sampling of polarization switching and its sensitivity to interface placement

A ferroelectric memory capacitor holding one polarization state may sit under a field of the opposite sign that is too weak to switch it at once. Thermal agitation can still carry a small region over the remaining barrier. In the example below the polarization relaxes within nanoseconds, but reversal takes about a quarter of a millisecond. A direct simulation therefore spends nearly all its steps inside the starting well. Forward flux sampling (FFS) spends them on the climb, by storing partial successes at a ladder of interfaces and restarting from them.

## Model and units

Take a region of volume $V$ that switches coherently, with polarization $P=P_s x$ and energy density
$$g=U(x^2-1)^2-EP_sx .$$
Here $E>0$ is the total local field, and the region starts in the well at $x<0$. Stationary points obey $4x^3-4x=h$ with $h=EP_s/U$. For $x<0$ the left side has its maximum $8/(3\sqrt3)$ at $x=-1/\sqrt3$, and the starting well disappears when $h$ reaches it. This defines the coercive field $E_c$ of the model, so
$$U=\frac{3\sqrt3}{8}E_cP_s .$$

The overdamped equation of motion is $\rho\,\dot P=-\partial g/\partial P+\text{noise}$, with viscosity $\rho$. Thermal equilibrium at temperature $T$ requires the diffusion constant $k_BT/(\rho V)$ for $P$. Let $s=t/\tau$ with $\tau=\rho P_s^2/U$. The drift becomes $-W'(x)$ with $W=(x^2-1)^2-hx$, and the diffusion constant of $x$ becomes
$$\frac{k_BT}{\rho V}\,\frac{\tau}{P_s^2}=\frac{k_BT}{UV}\equiv\frac1\beta .$$
Hence $dx=-W'ds+\sqrt{2/\beta}\,dB$, where $B$ is a standard Wiener process.

The example uses $P_s=20$ uC/cm², $E_c=1$ MV/cm, $E=0.5$ MV/cm, $V=10$ nm³, $T=300$ K and $\rho=100$ ohm cm. Then $U=0.0811$ eV/nm³, $\tau=3.08$ ns, $\beta=31.36$ and $h=0.770$. The well lies at $x_w=-0.885$, the barrier top at $x_t=-0.2005$, and the barrier is 0.282 eV, or $10.89\,k_BT$.

## The flux-probability product

Let $\lambda$ be an order parameter (here $\lambda=x$), $A$ the set $\lambda\le\lambda_A$ and $B$ the set $\lambda\ge\lambda_B$. Place interfaces $\lambda_A<\lambda_0<\dots<\lambda_n=\lambda_B$. An interface counts as reached when $\lambda\ge\lambda_i$, so a finite step may overshoot or even skip one.

In a long stationary trajectory, let $T_A$ be the total time during which $A$ was visited more recently than $B$, and $N_{AB}$ the number of arrivals in $B$ during that time. The rate is $k=N_{AB}/T_A$, and $1/k$ is the mean time from entering $A$ to reaching $B$.

After each visit to $A$, count the first crossing of $\lambda_0$ and ignore further crossings until $A$ is visited again. Let $N_0$ be the number of counted crossings, and $N_i$ the number of these that reach $\lambda_i$ before returning to $A$. Reaching $\lambda_{i+1}$ implies having reached $\lambda_i$, so the events are nested. Every arrival in $B$ belongs to exactly one counted crossing, the first after the last visit to $A$; thus $N_n=N_{AB}$. Multiplying and dividing by the intermediate counts gives
$$k=\frac{N_0}{T_A}\prod_{i=0}^{n-1}\frac{N_{i+1}}{N_i}\;\longrightarrow\;\Phi_0\prod_{i=0}^{n-1}p_i ,\qquad p_i=\int \rho_i(z)\,\pi_{i+1}(z)\,dz .$$
Here $\rho_i$ is the distribution of states $z$ at the first arrival at $\lambda_i$ after leaving $A$, and $\pi_{i+1}(z)$ is the chance of reaching $\lambda_{i+1}$ before $A$ from $z$.

The Markov property enters in the last expression: the future depends on $z$ alone, so new trajectories with fresh noise may be launched from stored states. The state must be complete, including velocities or internal variables if the dynamics has them. Nothing in the counting depends on where the interfaces lie, so the exact product is independent of placement. Its factors and its sampling error are not.

## Algorithm

```
FLUX RUN
  start at edge of A; armed = true; relax before counting
  each step:
    advance; add dt to T_A
    if armed and x >= lambda_0: N0 += 1; store state; armed = false
    if x >= lambda_B: restart at edge of A; armed = true
    if x <= lambda_A: armed = true
  flux = N0 / T_A

LADDER
  pool = stored states; P = 1
  for i = 0 .. n-1:
    new_pool = empty
    repeat M times:
      draw a state from pool, with replacement
      run until x >= lambda_(i+1) or x <= lambda_A
      on success, put the final state in new_pool
    P = P * size(new_pool) / M
    if new_pool is empty: return rate 0
    pool = new_pool
  return flux * P
```

A drawn state already beyond the next interface is an immediate success. A trial must not be dropped because it is long, since long trials need not succeed as often as short ones.

## A benchmark in one dimension

The mean time $\theta(x)$, in units of $\tau$, to reach $b=\lambda_B$ obeys $\theta''/\beta-W'\theta'=-1$. Multiplying by $\beta e^{-\beta W}$ gives $(e^{-\beta W}\theta')'=-\beta e^{-\beta W}$. Integrate from $-\infty$, where there is no probability flux, then from $a=\lambda_A$ to $b$ with $\theta(b)=0$:
$$\frac1k=\theta(a)=\beta\int_a^b dy\,e^{\beta W(y)}\int_{-\infty}^y dz\,e^{-\beta W(z)} .$$

For a high barrier, expand $W$ to second order at the top in the outer integral and at the well in the inner one. With curvatures $\kappa_w=12x_w^2-4=5.39$ and $\kappa_t=4-12x_t^2=3.52$, the two Gaussian integrals give
$$\frac1k\simeq\beta\sqrt{\frac{2\pi}{\beta\kappa_t}}\sqrt{\frac{2\pi}{\beta\kappa_w}}\,e^{\beta\Delta W},\qquad k\simeq\frac{\sqrt{\kappa_w\kappa_t}}{2\pi}e^{-\beta\Delta W}.$$
With $a=-0.85$ and $b=0.6$, quadrature of the full integral gives $k=1.251\times10^{-5}/\tau$, or $4.06\times10^3$ /s, a mean wait of 246 µs. The high-barrier formula is 3% higher.

The chance $p(x)$ of reaching $b$ before $a$ obeys $p''/\beta-W'p'=0$, so $p'\propto e^{\beta W}$ and
$$p(x)=\frac{S(x)}{S(b)},\qquad S(x)=\int_a^xe^{\beta W(y)}dy .$$
Call the path from $a$ to $\lambda_0$, and on to $a$ or $b$, a cycle of mean duration $T_c$. On average $1/p(\lambda_0)$ cycles are needed to reach $b$, so $1/k=T_c/p(\lambda_0)$. One crossing is counted per cycle, hence
$$\Phi_0=\frac1{T_c}=\frac{k}{p(\lambda_0)}=\frac{k\,S(b)}{S(\lambda_0)} .$$
As $\lambda_0\to a$, $S(\lambda_0)\simeq e^{\beta W(a)}(\lambda_0-a)$ and the flux diverges as the inverse gap. In continuous time an overdamped path has no finite crossing frequency at a single point, so $\lambda_A$ and $\lambda_0$ must be kept apart. With a finite time step the flux stays finite, but across a very narrow gap it depends strongly on the step. On a fine lattice whose last point in $A$ lies at $-0.855$, gaps of 0.03 and 0.02 from that point gave fluxes of 4.59 and $7.14/\tau$. The products of gap and flux, 0.138 and 0.143, are nearly equal and rise toward the zero-gap limit $kS(b)e^{-\beta W(a)}=0.151$, as the law requires.

## Time step and stability

For a well of curvature $\kappa$, one explicit step multiplies a small displacement by $1-\kappa\Delta s$, so stability near the minimum requires $\Delta s<2/\kappa$. Here $\kappa_w\Delta s=5.39\times0.004=0.022$. The random kick per step is $\sqrt{2\times0.004/31.36}=0.016$ in $x$.

With $\lambda_0=-0.70$, the continuum values are $\Phi_0=0.336/\tau$ and $P=\prod p_i=3.72\times10^{-5}$. For the stepped process, the transition matrix on a grid of spacing 0.005 in $x$ gives $0.281/\tau$ and $4.46\times10^{-5}$; the grid shifts each by about 0.3%, and without it they are $0.282/\tau$ and $4.45\times10^{-5}$. A path observed at discrete times misses brief excursions past $\lambda_0$, and its recorded states lie at or beyond the interface, where the chance of success is higher. The flux falls by 16% and the probability rises by 19 to 20%, while their product differs from the continuum rate by 0.2%. Flux and probability must therefore come from the same integrator and time step.

## Statistical error and the best placement

Suppose all states stored at one interface are equivalent. This holds for continuous one-dimensional motion. Here overshoot makes the chance of later success differ among the states stored at one interface, with a standard deviation of roughly 10 to 20% of the mean for interfaces on the climb and close to zero well beyond the top. This raises the variance by only about 3%; the error comes mainly from the success or failure of each trial. With $M$ independent trials per stage, the success fraction $\hat p_i$ has mean $p_i$ and
$$\langle\hat p_i^{\,2}\rangle=p_i^2+\frac{p_i(1-p_i)}M .$$
If a stage has no success the estimate is zero, whatever later stages would have given. They can be imagined as run, and the averages factorize. Thus $\langle\hat P\rangle=P$ and
$$\frac{\mathrm{Var}\,\hat P}{P^2}=\prod_i\left[1+\frac{1-p_i}{p_iM}\right]-1,\qquad \mathrm{Prob}(\hat P=0)=1-\prod_i\left[1-(1-p_i)^M\right].$$

Write $p_i=e^{-u_i}$, with $\sum u_i=L=-\ln P$ fixed. The logarithm of each variance factor is $f(u)=\ln(c+e^u/M)$ with $c=1-1/M$, and
$$f''(u)=\frac{c\,e^u/M}{(c+e^u/M)^2}\ge0 .$$
A sum of equal convex functions at fixed $\sum u_i$ is smallest when all $u_i$ are equal. At fixed $n$ and $M$, the best interfaces therefore have equal success probabilities.

To choose $n$, fix the total number of trials $N=nM$ and assume equal cost per trial. For large $M$ the relative variance is
$$\frac{n(e^{L/n}-1)}{M}=\frac{n^2(e^{L/n}-1)}{N}=\frac{L^2}{N}\,\frac{e^u-1}{u^2},\qquad u=\frac Ln .$$
Setting the $u$ derivative to zero gives $u\,e^u=2(e^u-1)$, or $u=2(1-e^{-u})$. The nonzero root is $u=1.594$, so $p=0.203$. Here $L=-\ln(3.72\times10^{-5})=10.2$ and $n=10.2/1.594=6.4$.

The optimum is shallow. The quantity $n^2(e^{L/n}-1)$ is 161 at $n=6$, 261 at $n=3$ and 193 at $n=12$, so at a fixed number of trials, halving the number of stages hurts more than doubling it. This is a guide, not an optimum in computing time, because trials started higher on the climb take longer here. At the optimum the variance is $1.54L^2/N$. The number of trials needed for a given relative error grows as $L^2$, whereas the number of direct attempts grows as $1/P=e^L$.

## Three placements compared

Each set has $\lambda_0=-0.70$, $\lambda_B=0.60$, six stages and $M=200$. Each was run 300 times, with one flux run and one pool of starting states shared by all sets. The inner interfaces are:

- Equal-p: $-0.615,-0.545,-0.470,-0.395,-0.295$, obtained from $S(x)$ and rounded to 0.005.
- Even: $-0.485,-0.265,-0.050,0.165,0.385$.
- Late: $-0.400,-0.250,-0.100,0.050,0.300$.

| Set | smallest $p_i$ | mean rate / exact | one-run spread | zero runs | median / exact |
|---|---|---|---|---|---|
| Equal-p | 0.171 | 1.02 ± 0.02 | 0.37 | 0% | 0.98 |
| Even | 0.0081 | 0.93 ± 0.06 | 1.00 | 22% | 0.71 |
| Late | 0.0013 | 0.85 ± 0.12 | 1.8 | 79% | 0 |

"Exact" refers to the stepped process, the ± values are one predicted standard error, and the spread is relative to the exact value. All three means agree with the same rate within 1.3 standard errors. The predicted spreads are 0.37, 1.03 and 2.04.

For the even set the prediction can be followed by hand. The first three probabilities are 0.0081, 0.0182 and 0.314, and the later ones are close to 1. The variance factors are $1+0.9919/1.62=1.612$, $1+0.9818/3.64=1.270$ and $1+0.686/62.8=1.011$. Their product minus one is 1.07, whose root is 1.03. Interfaces well beyond the barrier top contribute almost nothing, because nearly every trial there succeeds (the chance of reaching $B$ is 0.52 at the top and 0.95 at $x=-0.05$); they would serve better on the climb.

The late set shows why an unbiased mean is not enough. Most single runs return zero, and the survivors are too high on average. Since $\langle\hat P\rangle=P$, the mean over nonzero runs is $P/[1-\mathrm{Prob}(\hat P=0)]$. With the predicted zero fraction of 0.773, discarding empty runs inflates the rate by $1/0.227=4.4$. Zeros must stay in the average. A stage with only a few successes calls for another interface between its start and its goal.

## Cost

The equal-p runs and the flux run together used $6.1\times10^7$ walker steps. Their relative error combines the ladder and the flux: $\sqrt{0.370^2/300+0.0070^2}=0.0225$. Direct simulation with independent, exponentially distributed waits needs $1/0.0225^2\approx1980$ events for the same error. Each takes $1/(1.253\times10^{-5}\times0.004)=2.0\times10^7$ steps, or $3.95\times10^{10}$ in all. The gain is a factor of about 650. It excludes the cost of finding good interfaces, which here came from the known $S(x)$. In a many-variable model, a pilot ladder can supply estimates of $p_i$.

## Failure with a slow hidden variable

In one dimension an interface is a point. With more variables, the distribution $\rho_i$ over the interface matters. Consider reversible dynamics with Boltzmann weight $w(z)$. By detailed balance, a path from $A$ to $z$ has the same weight as its reverse. For a long equilibrium trajectory, which returns from $B$ to $A$ by its own motion, summing over paths that stay between $A$ and $\lambda_i$ until they arrive gives
$$\rho_i(z)\propto w(z)\,r_i(z),$$
where $r_i(z)$ is the chance that a path from $z$ next steps below $\lambda_i$ and reaches $A$ before touching the interface again. Drawing restart states from $w$ alone omits $r_i$.

As an illustration, add a slow variable $y$ with energy $\tfrac12c(y-x)^2$, $c=40\,k_BT$, mobility 0.02 times that of $x$, and $\beta=10$. A low $y$ pulls $x$ back toward $A$, which should raise $r_i$ and lower the chance of going forward. Boltzmann restarts would then give too much weight to states likely to succeed. On the coarse lattice used here, with spacing 0.05 in $x$ and 0.1 in $y$, the computed rates are indeed too high, by a factor of 28 with two interfaces below $\lambda_B$ and 61 with six. The sizes of these factors depend on the lattice spacing and on the state in $A$ from which a run restarts after reaching $B$, here a fixed one, and they are not converged values for continuous motion: quartering both spacings gives 24 and 57, and an equilibrium trajectory in place of the fixed restart gives 19 and 43 on the coarse lattice; the point is that the rate is too high and changes with the number of interfaces. With the true first-arrival states, both placements reproduce the directly solved rate within the asserted relative tolerance of $10^{-5}$. A rate that drifts as interfaces are added, beyond its statistical error, is thus a warning of wrong or incomplete stored states.

## Relation to a real film

The values of $P_s$ and $E_c$ are rough typical ones for a 10 nm hafnium-zirconium oxide film. In the model, however, $E_c$ is the limit for coherent switching, and a measured coercive field can lie well below that limit. Doubling $E_c$ at the same local field would raise the barrier from 11 to 40 $k_BT$. The viscosity is a model choice, and the rate scales as $1/\rho$. The volume was chosen to give a barrier that can be sampled. The coherent barrier grows in proportion to $V$, so a grain of 1000 nm³ would face about $1090\,k_BT$. Extended regions can instead reverse by nucleation and wall motion, which this model lacks.

The model also omits the energy of the region's boundary. A 10 nm³ cube has four side walls of total area 18.6 nm², and a rough wall energy of 10 mJ/m² would cost 1.16 eV, about $45\,k_BT$. If all of it were added to the barrier, the rate would fall by more than 19 powers of ten. This counts the side walls only: a cube of edge 2.2 nm inside a 10 nm film would also have charged end faces, whose electrostatic energy is left out and need not be small.

The local field is also uncertain. For a film of thickness $t_f$ and permittivity $\varepsilon_f$ in series with a nonpolar layer ($d$, $\varepsilon_l$) at zero total voltage, continuity of displacement gives an unscreened depolarizing field
$$|E_{dep}|=\frac{P_sd}{\varepsilon_0(\varepsilon_lt_f+\varepsilon_fd)} .$$
With $d=0.5$ nm, $\varepsilon_l=25$ and $\varepsilon_f=30$ this is 0.43 MV/cm, comparable to the assumed local field. It opposes $P$, so it helps the region leave its initial well, but the formula holds for a uniformly polarized film; the field weakens and reverses as the film switches and is not fully represented by a constant $E$. An increase of the local field by just 0.1 MV/cm multiplies the rate by 20.

Operation at 358 K, with all other parameters held fixed, multiplies the rate by 5.8. The assumed local field is one eighth of a rough 4 MV/cm breakdown field. With the chosen viscosity, the usual overdamped estimate $\hbar\kappa_t/(2\pi k_B\tau)$ puts the crossover to tunnelling near 1.4 mK. For a rough 3 THz polar mode, the squared ratio of relaxation rate to mode angular frequency is about $10^{-8}$, so inertia is negligible within the model. Both results depend on the viscosity, which would imply a damping rate about $10^4$ times the angular frequency of such a mode. It must therefore be read as an effective parameter for slow switching, not as the damping of a lattice vibration. The 4000 switches per second are therefore a benchmark of the sampling method on a stated model, not a retention forecast for a capacitor. The numerical output below lists the values used.

## Calculated quantities

```
Ps 20 uC/cm2, Ec 1.0 MV/cm, field 0.5 MV/cm
volume 10 nm3, T 300 K, viscosity 100 ohm cm
U 0.0811 eV/nm3, tau 3.079 ns
beta 31.363, tilt 0.7698 (no unit)
x at start well, top, deep well: -0.8846 -0.2005 1.0851
barrier 0.2816 eV = 10.89 kT
edge A, first interface, edge B (x): -0.85 -0.7 0.6
continuum rate 1.2507e-05 /tau = 4.0619e+03 /s
mean waiting time 246.2 us
Kramers rate / continuum rate 1.0306
continuum flux 0.3361 /tau, P(B|first) 3.7216e-05
time step 0.004 tau: rate 1.2533e-05 /tau, ratio 1.0020
time step 0.001 tau: ratio to continuum rate 1.0005
stepped flux 0.2812 /tau, P 4.4574e-05
lattice flux at boundary gap 0.16 (x): 0.3026 /tau
lattice flux at boundary gap 0.03 (x): 4.5873 /tau
lattice flux at boundary gap 0.02 (x): 7.1373 /tau
sampled flux 0.2816 /tau, rel. error 0.0070, hits 16897
runs 300, trials per interface 200, stages 6
equal-p inner interfaces x: -0.615 -0.545 -0.470 -0.395 -0.295
equal-p exact p: 0.1707 0.1955 0.1727 0.2018 0.1858 0.2062
equal-p rate 1.278e-05 /tau, /exact 1.020, rel. error 0.022
equal-p one-run rel. spread seen 0.372, predicted 0.370
equal-p zero runs seen 0.000, predicted 0.000; median/exact 0.977
even inner interfaces x: -0.485 -0.265 -0.050 0.165 0.385
even exact p: 0.0081 0.0182 0.3139 0.9612 1.0000 1.0000
even rate 1.163e-05 /tau, /exact 0.928, rel. error 0.060
even one-run rel. spread seen 0.998, predicted 1.033
even zero runs seen 0.217, predicted 0.216; median/exact 0.712
late inner interfaces x: -0.400 -0.250 -0.100 0.050 0.300
late exact p: 0.0013 0.0973 0.4015 0.8902 0.9979 1.0000
late rate 1.062e-05 /tau, /exact 0.848, rel. error 0.118
late one-run rel. spread seen 1.765, predicted 2.038
late zero runs seen 0.790, predicted 0.773; median/exact 0.000
equal-p sampled rate 4.150e+03 /s
best p at fixed total trials 0.2032, best n 6.40
walker steps: FFS 6.08e+07, direct 3.95e+10, ratio 650
slow-variable model: beta 10, coupling 40 kT, mobility ratio 0.02
Boltzmann restarts, rate/exact: 2 faces 27.715, 6 faces 61.421
wall energy that costs 1 kT: 0.223 mJ/m2
cost of a rough 10 mJ/m2 wall: 1.16 eV
unscreened depolarizing field, 0.5 nm layer: 0.43 MV/cm
rate factor for +0.1 MV/cm: 20.3
rate factor at 358 K: 5.80
tunnelling crossover 1.39 mK, inertia ratio 8.6e-09
field / rough 4 MV/cm breakdown field: 0.125
```
